# Which mixing of density and kinetic-energy density keeps the von Weizsäcker bound?

## Problem

A self-consistent-field (SCF) calculation with a functional that depends on the kinetic-energy density needs two fields as input, and a scheme that mixes densities may mix the two together. Schemes that extrapolate the Fock matrix and rebuild both fields from orbitals are not the subject here. Each pair \((\rho_i,\tau_i)\) comes from orbitals \(\varphi_k\) with occupations \(f_k\ge 0\). In atomic units, used throughout,

\[
\rho=\sum_k f_k|\varphi_k|^2,\qquad \tau=\tfrac12\sum_k f_k|\nabla\varphi_k|^2 .
\]

The von Weizsäcker density is

\[
\tau_W[\rho]=\frac{|\nabla\rho|^2}{8\rho}\quad(\rho>0),\qquad \tau_W=0\quad(\rho=0).
\]

The next pair is \(\rho=\sum_i c_i\rho_i\), \(\tau=\sum_i c_i\tau_i\), with \(\sum_i c_i=1\).

(a) Do \(\rho\ge0\), \(\tau\ge0\) and \(\tau\ge\tau_W[\rho]\) survive when all \(c_i\ge0\)?

(b) Do they survive when the \(c_i\) are Pulay coefficients, which minimize the norm of \(\sum_i c_iR_i\), where \(R_i\) is the output density minus the input density? Give a proof or an explicit counterexample.

## A tempting solution

The function \(|\mathbf g|^2/(8\rho)\) is jointly convex in \((\rho,\mathbf g)\) for \(\rho>0\). The coefficients sum to one, so Jensen's inequality gives

\[
\tau_W\Big[\sum_i c_i\rho_i\Big]\le\sum_i c_i\,\tau_W[\rho_i]\le\sum_i c_i\tau_i=\tau .
\]

Pulay coefficients also sum to one, and the mixed density still integrates to the right number of electrons. Both questions therefore seem to have the answer yes.

## Where it fails

The condition \(\sum_i c_i=1\) preserves the electron number, but it says nothing about the signs of the coefficients. Each inequality in the chain also needs \(c_i\ge0\). In the second, \(\tau_W[\rho_i]\le\tau_i\) is multiplied by \(c_i\), and a negative factor reverses it. In the first, Jensen's inequality applies to points between the given ones, whereas a negative coefficient can move beyond them, and for two distinct points it always does. Pulay's minimization does not impose \(c_i\ge0\). The argument is sound for (a), once its ingredients are proved, and says nothing about (b).

## Part (a): convex mixing

**Each pair obeys the bound.** Assume the orbitals are differentiable at the point considered, which excludes nuclear cusps. Let \(\mathbf e\) be the unit vector along \(\nabla\rho\). Since \(\nabla\rho=2\,\mathrm{Re}\sum_k f_k\varphi_k^*\nabla\varphi_k\), the Cauchy–Schwarz inequality gives

\[
|\nabla\rho|\le 2\sum_k f_k|\varphi_k||\mathbf e\cdot\nabla\varphi_k|
\le 2\Big(\sum_k f_k|\varphi_k|^2\Big)^{1/2}\Big(\sum_k f_k|\nabla\varphi_k|^2\Big)^{1/2}
=2\sqrt{\rho}\,\sqrt{2\tau}.
\]

Squaring yields \(|\nabla\rho|^2\le8\rho\tau\), that is, \(\tau\ge\tau_W\). For one real orbital, \(\nabla\rho=2f\varphi\nabla\varphi\), so \(|\nabla\rho|^2=4f^2\varphi^2|\nabla\varphi|^2=8\rho\tau\). The bound is then an equality wherever \(\rho>0\).

**Convexity, with its remainder.** Take a point where all \(\rho_i>0\). Define \(\mathbf u_i=\nabla\rho_i/\rho_i\) and \(a_i=c_i\rho_i\), so that \(\rho=\sum_i a_i\) and \(\nabla\rho=\sum_i a_i\mathbf u_i\). If \(\rho\ne0\),

\[
\begin{aligned}
\sum_i c_i\frac{|\nabla\rho_i|^2}{\rho_i}-\frac{|\nabla\rho|^2}{\rho}
&=\sum_i a_i|\mathbf u_i|^2-\frac1\rho\Big|\sum_i a_i\mathbf u_i\Big|^2\\
&=\frac1\rho\sum_{i,j}a_ia_j\big(|\mathbf u_i|^2-\mathbf u_i\cdot\mathbf u_j\big)\\
&=\frac1{2\rho}\sum_{i,j}a_ia_j|\mathbf u_i-\mathbf u_j|^2 .
\end{aligned}
\]

The second line multiplies the first sum by \(\sum_j a_j/\rho=1\). The third averages the summand with its copy under \(i\leftrightarrow j\). Each unordered pair occurs twice in the double sum, which cancels the factor \(\tfrac12\). Dividing by 8 and adding \(\sum_i c_i(\tau_i-\tau_W[\rho_i])\) gives

\[
\tau-\tau_W[\rho]=\sum_i c_i\big(\tau_i-\tau_W[\rho_i]\big)
+\frac{1}{8\rho}\sum_{i<j}c_ic_j\,\rho_i\rho_j\,|\mathbf u_i-\mathbf u_j|^2. \tag{1}
\]

This is algebra and holds for coefficients of either sign. Where \(\rho<0\), the symbol \(\tau_W\) stands for the same fraction, without its physical meaning.

**Conclusion.** If all \(c_i\ge0\), then \(\rho\ge0\) and \(\tau\ge0\) as sums of nonnegative terms. Both parts of (1) are nonnegative, so \(\tau\ge\tau_W[\rho]\).

Zeros need a separate remark. Where \(\rho_i=0\), the nonnegative function \(\rho_i\) has a minimum, so \(\nabla\rho_i=0\). That pair contributes nothing to \(\rho\) or \(\nabla\rho\), and it adds \(c_i\tau_i\ge0\) to \(\tau\). Equation (1) is applied to the remaining pairs. If none with \(c_i>0\) remains, then \(\rho=0\), \(\tau_W=0\), and the bound reads \(\tau\ge0\). The answer to (a) is yes.

The proof requires the same weights for \(\rho\) and \(\tau\). An example with unequal weights is given below.

## Part (b): a Pulay counterexample

**When a coefficient is negative.** For two pairs put \(c_2=1-c_1\). The quantity to minimize is

\[
\|R_2+c_1(R_1-R_2)\|^2=\|R_2\|^2+2c_1\langle R_2,R_1-R_2\rangle+c_1^2\|R_1-R_2\|^2 .
\]

Setting its derivative with respect to \(c_1\) to zero gives

\[
c_1=\frac{\langle R_2,R_2-R_1\rangle}{\|R_1-R_2\|^2},
\qquad c_1<0\iff\langle R_1,R_2\rangle>\|R_2\|^2 .
\]

This happens, for example, when the residuals point in the same direction and shrink, \(R_2=aR_1\) with \(0<a<1\). The method then extrapolates along the direction of progress.

**An SCF model.** Let two electrons of opposite spin share one orbital in one dimension, with energy

\[
E=T+\tfrac12k_0M-\tfrac14\lambda M^2,\qquad M=\int x^2\rho\,dx .
\]

Since \(\delta M/\delta\rho(x)=x^2\), the mean-field potential is \(\tfrac12(k_0-\lambda M)x^2\). Its ground state is a Gaussian with exponent \(\omega=\sqrt{k_0-\lambda M}\):

\[
\rho_\omega=2\sqrt{\frac{\omega}{\pi}}\,e^{-\omega x^2},\qquad
\tau_\omega=(\varphi')^2=\tfrac12\omega^2x^2\rho_\omega,\qquad M=\frac1\omega .
\]

The expression for \(\tau_\omega\) uses \(\varphi'=-\omega x\varphi\) and \(\rho_\omega=2\varphi^2\). One SCF cycle is therefore

\[
\omega_{\rm out}=\sqrt{k_0-\lambda/\omega_{\rm in}} .
\]

Choose \(k_0=\tfrac32\) and \(\lambda=\tfrac12\). Then \(\omega=1\) is a fixed point, and the slope of the map there is \(\lambda/2=0.25\), so plain iteration converges near it. Among Gaussians, \(E(\omega)=\omega/2+k_0/(2\omega)-\lambda/(4\omega^2)\), with \(E''(1)=k_0-\tfrac32\lambda=0.75>0\). The fixed point is thus a local minimum in this family. It is not a global one, because \(E\to-\infty\) as \(\omega\to0\). This does not affect the iteration studied here. The mean field of this model depends on \(\rho\) alone. The field \(\tau\) is carried along with the same coefficients, which are determined by the density residuals as in the problem statement.

**The coefficients.** Start from \(\omega_1=0.6\) and use each output as the next input:

\[
\omega_2=\sqrt{1.5-0.5/0.6}=0.8165,\qquad
\omega_3=\sqrt{1.5-0.5/0.8165}=0.9421 .
\]

The residuals are \(R_1=\rho_2-\rho_1\) and \(R_2=\rho_3-\rho_2\), where \(\rho_i\) now denotes \(\rho_{\omega_i}\). Their inner products follow from

\[
\int\rho_a\rho_b\,dx=\frac{4\sqrt{ab}}{\pi}\sqrt{\frac{\pi}{a+b}}=4\sqrt{\frac{ab}{\pi(a+b)}} ,
\]

which gives \(\|R_1\|^2=0.023656\), \(\|R_2\|^2=0.005735\) and \(\langle R_1,R_2\rangle=0.011468\). Hence

\[
c_1=\frac{0.005735-0.011468}{0.023656+0.005735-2(0.011468)}=-0.888,\qquad c_2=1.888 .
\]

The norm of the combined residual is 0.025, compared with 0.076 for \(R_2\) alone. By its own criterion the extrapolation is a good one.

**Loss of positivity.** The extrapolated density is \(\rho=c_2\rho_2-|c_1|\rho_1\). Because \(\omega_1<\omega_2\), the subtracted density is the wider one and dominates the tail. The density vanishes where

\[
c_2\sqrt{\omega_2}\,e^{-\omega_2x^2}=|c_1|\sqrt{\omega_1}\,e^{-\omega_1x^2},
\]

or, after taking logarithms,

\[
x_\rho^2=\frac{1}{\omega_2-\omega_1}\ln\!\left[\frac{c_2}{|c_1|}\Big(\frac{\omega_2}{\omega_1}\Big)^{1/2}\right],
\qquad x_\rho=2.05\ \text{bohr}.
\]

The ratio \(\rho_2/\rho_1\) decreases with \(|x|\), so \(\rho<0\) for all \(|x|>x_\rho\). The integral of \(\rho\) over both outer regions is \(-0.0107\) electrons, while the total remains 2.

In \(\tau\) each Gaussian carries an additional factor \(\omega_i^2\), which changes the exponent \(\tfrac12\) in the logarithm to \(\tfrac52\). The kinetic-energy density therefore changes sign farther out, at \(x_\tau=2.65\) bohr. The three regions look like this:

| \(x\) (bohr) | \(\rho\) (a.u.) | \(\tau\) (a.u.) |
|---|---|---|
| 1.0 | 0.4248 | 0.2069 |
| 2.4 | −0.0070 | 0.0081 |
| 3.0 | −0.0023 | −0.0020 |

**Loss of the bound.** Each input pair has one real orbital, so \(\tau_i=\tau_W[\rho_i]\) and the first sum in (1) vanishes. With \(u_i=\rho_i'/\rho_i=-2\omega_ix\), we have \((u_1-u_2)^2=4(\omega_2-\omega_1)^2x^2\), and

\[
\tau-\tau_W[\rho]=\frac{c_1c_2\,\rho_1\rho_2\,(\omega_2-\omega_1)^2x^2}{2\rho}. \tag{2}
\]

Since \(c_1c_2<0\), this is negative at every point with \(0<|x|<x_\rho\), where the density is still positive. At \(x=1\) bohr, \(\rho_1=0.4797\) and \(\rho_2=0.4506\), so

\[
\tau-\tau_W=\frac{(-0.888)(1.888)(0.4797)(0.4506)(0.2165)^2}{2(0.4248)}=-0.0200 .
\]

The separate values are \(\tau=0.2069\) and \(\tau_W=0.2269\). The ratio \(\tau_W/\tau\), which cannot exceed 1 for any pair built from orbitals, is 1.097. A functional that uses this ratio would be evaluated outside its physical range.

For comparison, the equal-weight mixture of the same two pairs has \(\tau-\tau_W=+0.0027\) at this point. The sign in (2) changes because \(c_1c_2\) changes sign.

The answer to (b) is no: this Pulay step violates positivity in the tail and the von Weizsäcker bound in the region of positive density.

## How far the counterexample reaches

**The region of negative density.** There \(\tau_W\) as a fraction is negative or zero, so a routine that checks \(\tau\ge\tau_W\) can report success. In the counterexample \(c_1c_2\) and \(\rho\) are both negative there, so (2) is positive and the check passes at every \(|x|>x_\rho\), even beyond \(x_\tau\), where \(\tau<0\). In this example the form without division detects the fault. Multiplying (2) by \(8\rho\) gives

\[
8\rho\tau-(\rho')^2=4c_1c_2\,\rho_1\rho_2(\omega_2-\omega_1)^2x^2<0\qquad(x\ne0),
\]

so \((\rho')^2\le8\rho\tau\) fails on both sides of the node. This form is unchanged when \(\rho\) and \(\tau\) both reverse sign, so in general it does not replace a separate test of \(\rho\ge0\).

**More than one orbital.** A negative coefficient does not force a violation. If the input pairs satisfy \(\tau_i>\tau_W[\rho_i]\) with room to spare, the first sum in (1) can outweigh a negative second sum. The margin is not guaranteed, even where the density stays positive. Take oscillator orbitals with exponents 0.6 and 0.8165 and weights \((1.1,-0.1)\). With three doubly occupied orbitals per pair the bound holds for \(|x|\le6\) bohr. With two it starts to fail near \(|x|=3.0\) bohr, although \(\rho>0\) there. No margin survives where the density changes sign with a nonzero slope \(s\). At a small distance \(d\) on the positive side, \(\rho\approx|s|d\) and \(\tau_W\approx|s|/(8d)\), which grows without limit while \(\tau\) stays finite. Such a loss of positivity therefore brings a loss of the bound beside it.

**Damping.** A damped Pulay step takes \(\sum_i c_i(\rho_i+\beta R_i)\) as the next input, with the corresponding formula for \(\tau\). Here the density becomes

\[
(1-\beta)c_1\rho_1+\big[\beta c_1+(1-\beta)c_2\big]\rho_2+\beta c_2\rho_3 .
\]

For \(0\le\beta<1\) the widest density, \(\rho_1\), has the negative weight \((1-\beta)c_1\). For \(\beta=1\) it drops out, and the widest one left, \(\rho_2\), has the negative weight \(c_1\). The tail is negative in every case.

**The direction of the response.** Take \(k_0=\tfrac12\) and \(\lambda=-\tfrac12\), which keeps the fixed point at \(\omega=1\) but reverses the slope of the map. From the same start the exponents are now 0.6, 1.155 and 0.966: the iteration overshoots, and \(\langle R_1,R_2\rangle=-0.033\). When this inner product is negative, \(\langle R_2,R_2-R_1\rangle\) and \(\langle R_1,R_1-R_2\rangle\) are both positive, and so are both coefficients, here 0.22 and 0.78. This Pulay step interpolates, and part (a) protects it.

**Unequal weights.** Nonnegative weights are not enough if they differ between the fields. Mix the first two pairs of the counterexample with weights \((0.2,0.8)\) for \(\rho\) and \((0.8,0.2)\) for \(\tau\). At \(x=1\) bohr this gives \(\tau=0.099\) but \(\tau_W=0.136\). Positivity survives, and the bound does not.

**A remedy and its price.** Adding the constraint \(c_i\ge0\) to the minimization restores the guarantee of part (a). In the counterexample the squared norm is a convex parabola in \(c_1\) with its minimum at \(c_1<0\), so on \(0\le c_1\le1\) the best choice is \(c_1=0\). The step then returns \(\rho_2\) unchanged, and the minimized norm \(\|c_1R_1+c_2R_2\|\) is 0.076 instead of 0.025. The smaller value is a linear prediction, not the residual that the extrapolated density would actually produce, which is 0.029. After a full residual step (\(\beta=1\)), the constrained input \(\rho_3\) and the Pulay input both give an actual residual of 0.024, so in this example the constraint then costs nothing. The constraint removes the extrapolation together with the violation, and progress must come from adding a fraction \(0<\beta\le1\) of the residual. That step, \((1-\beta)\rho_2+\beta\rho_3\) with the same weights for \(\tau\), is again a convex mixture.

The numerical check solves the model by diagonalization on a grid and compares the fields, the coefficients and (2) with the formulas above; the nodes are checked by a root search on the mixed Gaussian fields. It also tests (1) on random complex orbitals in three dimensions.

## Values computed for the example and the checks

```
random 3D convex mixtures: smallest tau-tau_W = 0.1679 a.u.
k0 = 1.5, lambda = 0.5, fixed point w = 1.0000 a.u.
slope of the map w_in -> w_out at fixed point = 0.2500
w1, w2, w3 = 0.6000, 0.8165, 0.9421 a.u.
<R1,R1> = 0.023656 a.u.
<R2,R2> = 0.005735 a.u.
<R1,R2> = 0.011468 a.u.
Pulay coefficients c1, c2 = -0.8882, 1.8882
norm of R2 = 0.07573 a.u.
norm of c1 R1 + c2 R2 = 0.02535 a.u.
integral of extrapolated density = 2.000000 electrons
density node x_rho = 2.0482 bohr
tau node x_tau = 2.6535 bohr
charge integral beyond both density nodes = -0.01069 electrons
x = 1.0 bohr: rho1, rho2 = 0.479683, 0.450643 a.u.
   tau1, tau2 = 0.086343, 0.150214 a.u.
   Pulay rho, tau = 0.424849, 0.206946 a.u.
x = 2.4 bohr: rho1, rho2 = 0.027581, 0.009246 a.u.
   tau1, tau2 = 0.028596, 0.017752 a.u.
   Pulay rho, tau = -0.007040, 0.008119 a.u.
x = 3.0 bohr: rho1, rho2 = 0.003948, 0.000656 a.u.
   tau1, tau2 = 0.006395, 0.001969 a.u.
   Pulay rho, tau = -0.002267, -0.001963 a.u.
Pulay mixture at x = 1 bohr: rho = 0.424849, drho/dx = -0.878258 a.u.
   tau = 0.206946, tau_W = 0.226944, tau-tau_W = -0.019998 a.u.
   tau_W/tau = 1.09664
equal-weight mixture at x = 1 bohr: rho = 0.465163, drho/dx = -0.655758 a.u.
   tau = 0.118279, tau_W = 0.115556, tau-tau_W = 0.002723 a.u.
   tau_W/tau = 0.97698
unequal weights at x = 1 bohr (rho: 0.2, 0.8; tau: 0.8, 0.2):
   tau = 0.099117, tau_W = 0.135664 a.u.
control k0 = 0.5, lambda = -0.5: w2, w3 = 1.1547, 0.9659 a.u.
control <R1,R2> = -0.032969 a.u.
control c1, c2 = 0.2245, 0.7755
control tau-tau_W at x = 1 bohr = 0.012151 a.u.
```
